# Bounding the electron confinement energy in a spherical silicon nanocrystal

**Question**

I am stuck on an exercise about an electron in a silicon nanocrystal, modelled as a hard-wall sphere of radius $R=2$ nm. The masses are $m_l=0.92\,m_0$ along the valley axis and $m_t=0.19\,m_0$ across it. I am to use an isotropic trial envelope to show that the confinement energy is at most about 0.36 eV.

I know that a particle of mass $m$ in such a sphere has ground energy $\hbar^2\pi^2/(2mR^2)$, but I don't know which $m$ to insert. The arithmetic mean $(m_l+2m_t)/3$ gives 0.22 eV and the geometric mean $(m_lm_t^2)^{1/3}$ gives 0.29 eV. Both are below 0.36 eV, so why aren't they better bounds? And why may I use a round envelope when the Hamiltonian is not round? Finally, how far is the bound from the true energy, and does it mean anything for a real dot?

**Answer**

The trial function may be round even though the Hamiltonian is not. What you must not do is replace the Hamiltonian by a round one with a mass of your choice. Put the round function into the anisotropic energy, and the calculation itself selects the average.

**The model and the variational principle**

Take one conduction valley with its axis along $z$, and measure energy from the bulk conduction-band edge. In the one-band effective-mass model the envelope $\psi$ obeys

$$H\psi=E\psi,\qquad H=-\frac{\hbar^2}{2}\left[\frac{1}{m_t}\left(\partial_x^2+\partial_y^2\right)+\frac{1}{m_l}\partial_z^2\right],\qquad \psi=0\ \text{at}\ r=R.$$

The other valleys are rotated copies of this one. A sphere looks the same from every direction, so each has the same energy as long as coupling between valleys is ignored.

Multiply $H\psi$ by $\psi^*$ and integrate over the sphere. One integration by parts moves a derivative onto $\psi^*$; the surface term vanishes because $\psi=0$ there. The mean energy is

$$E[\psi]=\frac{\hbar^2}{2}\,\frac{\displaystyle\int\left[\frac{|\partial_x\psi|^2+|\partial_y\psi|^2}{m_t}+\frac{|\partial_z\psi|^2}{m_l}\right]d^3r}{\displaystyle\int|\psi|^2\,d^3r}.$$

Now expand $\psi=\sum_n c_n\phi_n$ in orthonormal eigenfunctions of $H$, with energies $E_n\ge E_0$. Then

$$E[\psi]=\frac{\sum_n|c_n|^2E_n}{\sum_n|c_n|^2}\ge E_0 .$$

This holds for any trial function that has finite energy and vanishes at the wall. It need not share the symmetry of $H$.

**Which mass appears**

Let $\psi=f(r)$ with $f$ real. Since $\partial_i r=x_i/r$, we have $\partial_i\psi=f'(r)\,x_i/r$. The three angular means of $x_i^2/r^2$ are equal and add up to 1, so each is $1/3$. Hence

$$E[f]=\frac{\hbar^2}{2m_c}\,\frac{\int_0^R f'^2r^2\,dr}{\int_0^R f^2r^2\,dr},\qquad \frac{1}{m_c}=\frac13\left(\frac{2}{m_t}+\frac{1}{m_l}\right).$$

Kinetic energy is linear in the inverse masses, so it is these that are averaged.

**The best round envelope**

Set $u=rf$, so that $f'=u'/r-u/r^2$ and

$$r^2f'^2=u'^2-\frac{2uu'}{r}+\frac{u^2}{r^2}=u'^2-\frac{d}{dr}\left(\frac{u^2}{r}\right).$$

The total derivative integrates to zero: $u(R)=0$, and $u^2/r=rf^2\to0$ at the centre for bounded $f$. We therefore need the smallest value of $\int u'^2dr/\int u^2dr$ with $u(0)=u(R)=0$.

With $k=\pi/R$, start from a square that cannot be negative:

$$0\le\int_0^R\left[u'-k\cot(kr)\,u\right]^2dr=\int_0^R\left[u'^2-k\cot(kr)\,(u^2)'+k^2\cot^2(kr)\,u^2\right]dr.$$

Integrate the middle term by parts. The boundary term vanishes because $u^2$ goes to zero faster than $\cot(kr)$ diverges at each end. As $(k\cot kr)'=-k^2/\sin^2kr$, what remains is

$$0\le\int_0^R u'^2dr+k^2\int_0^R\left[\cot^2(kr)-\frac{1}{\sin^2(kr)}\right]u^2dr=\int_0^R u'^2dr-k^2\int_0^R u^2dr .$$

So the quotient is at least $\pi^2/R^2$. Equality requires $u'=k\cot(kr)\,u$, that is $u\propto\sin(\pi r/R)$. The best isotropic envelope is $f=\sin(\pi r/R)/r$, and

$$\boxed{E_0\le E_{\rm up}=\frac{\hbar^2\pi^2}{2R^2}\,\frac13\left(\frac{2}{m_t}+\frac{1}{m_l}\right)}$$

**Numbers**

The mean inverse mass is

$$\frac{m_0}{m_c}=\frac13\left(\frac{2}{0.19}+\frac{1}{0.92}\right)=3.871,\qquad m_c=0.258\,m_0 .$$

With $\hbar^2/(2m_0)=0.03810$ eV nm², the energy unit is $\hbar^2/(2m_0R^2)=0.009525$ eV. Thus

$$E_{\rm up}=0.009525\ \text{eV}\times\pi^2\times3.871=0.364\ \text{eV}.$$

A simpler envelope, $f=R^2-r^2$, also gives a valid bound. Its integrals are $\int f'^2r^2dr=4R^5/5$ and $\int f^2r^2dr=8R^7/105$, so $\pi^2$ is replaced by $10.5$ and the bound rises to 0.387 eV.

**Why your two averages fail**

A smaller number is a better upper bound only if it is still an upper bound. To see that yours are not, we need a lower bound on $E_0$. Take $\psi$ real; for a complex function, the argument applies to its real and imaginary parts separately.

First fix $z$. The slice of the sphere is a disc of radius $a=\sqrt{R^2-z^2}$, and $\psi$ vanishes on its edge. Let $g=J_0(j\rho/a)$, where $\rho^2=x^2+y^2$ and $j=2.405$ is the first zero of the Bessel function $J_0$. Inside the disc $g>0$ and $\nabla_\perp^2g=-(j/a)^2g$. Write $\psi=gh$ and expand:

$$|\nabla_\perp\psi|^2=g^2|\nabla_\perp h|^2+\nabla_\perp g\cdot\nabla_\perp(gh^2).$$

Integrate the last term by parts. The edge term contains $gh^2=\psi^2/g$, which vanishes at the edge because $\psi^2$ has a double zero there and $g$ a single one. Therefore

$$\int|\nabla_\perp\psi|^2dx\,dy=\int g^2|\nabla_\perp h|^2dx\,dy+\frac{j^2}{a^2}\int\psi^2dx\,dy\ \ge\ \frac{j^2}{R^2-z^2}\int\psi^2dx\,dy .$$

Next use $1/(1-s^2)\ge1+s^2$ with $s=z/R$, which follows from $(1-s^2)(1+s^2)=1-s^4\le1$. The quantity in brackets in $E[\psi]$, integrated over the sphere, is then at least

$$\frac{j^2}{m_tR^2}\int\psi^2d^3r+\int\left[A(\partial_z\psi)^2+Bz^2\psi^2\right]d^3r,\qquad A=\frac1{m_l},\quad B=\frac{j^2}{m_tR^4}.$$

The second integral is an oscillator energy. Along each line of fixed $x,y$, the function $\psi$ vanishes at both ends of the chord, so $\int z\psi\,\partial_z\psi\,dz=-\tfrac12\int\psi^2dz$. Hence

$$0\le\int\left(\sqrt A\,\partial_z\psi+\sqrt B\,z\psi\right)^2dz=\int\left[A(\partial_z\psi)^2+Bz^2\psi^2\right]dz-\sqrt{AB}\int\psi^2dz .$$

Since $\sqrt{AB}=j/(R^2\sqrt{m_lm_t})$, the result is

$$E_0\ge E_{\rm low}=\frac{\hbar^2}{2R^2}\left[\frac{j^2}{m_t}+\frac{j}{\sqrt{m_lm_t}}\right]=0.345\ \text{eV}.$$

Your arithmetic mean mass is $0.433\,m_0$ and gives 0.217 eV; the geometric mean is $0.321\,m_0$ and gives 0.292 eV. Both lie below $E_{\rm low}$, so neither can be an upper bound. They are energies of different, round Hamiltonians, not mean energies of this one.

**How tight the bound is**

The two formulas already confine the model's ground energy to between 0.345 and 0.364 eV. To locate it, I minimized $E[\psi]$ over envelopes of the form $(R^2-r^2)$ times a polynomial in $\rho^2$ and $z^2$. This gives $E_0=0.357$ eV, and raising the highest total power of $\rho^2$ and $z^2$ from 6 to 8 changes it by less than 0.01 meV. The isotropic bound is about 7 meV above this value, or 2% of it.

Some excess must remain when $m_l\ne m_t$. For a round function,

$$\partial_z^2f=\frac{f'}{r}+\left(f''-\frac{f'}{r}\right)\frac{z^2}{r^2}.$$

For $f=\sin(\pi r/R)/r$ the bracket is not zero throughout the sphere, so $Hf$ depends on direction and $f$ is not an eigenfunction. A function that attained $E_0$ would have to be one.

Two special cases illustrate how the error grows when $m_l$ exceeds $m_t$:

- If $m_l=m_t$, the trial function is the ground state and $E_{\rm up}=E_0$.
- If $m_l\to\infty$ at fixed $m_t$ and $R$, then $E_{\rm up}\to(2\pi^2/3)\,\hbar^2/(2m_tR^2)$, with $2\pi^2/3=6.58$. The true energy tends to the same expression with $j^2=5.78$. To see this, put the electron in a thin cylinder $|z|<\delta$ of radius $\sqrt{R^2-\delta^2}$. Its motion along $z$ costs $\hbar^2\pi^2/(8m_l\delta^2)$, which vanishes as $m_l\to\infty$; then let $\delta\to0$. This upper estimate meets $E_{\rm low}$. The round envelope is then about 14% too high, relative to the true energy.

**What it means for a real dot**

A comparable real system is a silicon nanocrystal of a few nanometres in silicon dioxide. The masses above and the material parameters below are rough typical values. Each effect is estimated separately with $R=2$ nm held fixed.

*Finite barrier.* For the parameters chosen here this is the largest of the estimated shifts, but the ranking depends on the rough oxide mass. Take a barrier $V_0=3.1$ eV and an oxide mass $m_{\rm ox}=0.5\,m_0$. For a round envelope the inverse mass is $1/m_c$ inside and $1/m_{\rm ox}$ outside. Finite kinetic energy requires $f$ to be continuous at $R$, and minimizing the energy then makes $f'/m$ continuous there too. Inside, $f\propto\sin(kr)/r$; outside, $f\propto e^{-\kappa r}/r$, with $\kappa=\sqrt{2m_{\rm ox}(V_0-E)}/\hbar$. Matching $Rf'/(mf)$, with $x=kR$, gives

$$\frac{x\cot x-1}{m_c}=-\frac{1+\kappa R}{m_{\rm ox}},\qquad E=\frac{\hbar^2x^2}{2m_cR^2}.$$

The lowest root is $x=2.706$ instead of $\pi$, so the bound falls to 0.27 eV, about 0.09 eV below the hard-wall result. With $m_{\rm ox}=0.3\,m_0$ the drop is only about 0.07 eV, comparable to the charging shift below. The figure 0.364 eV is still an upper bound in the finite-barrier model, because the hard-wall envelope, set to zero outside, remains an allowed trial function. It is merely a loose one.

*Nonparabolic band.* The mass grows with energy. A simple band model replaces the parabolic energy $\gamma$ by the solution of $E(1+\alpha E)=\gamma$. With $\alpha=0.5$ eV$^{-1}$ and $\gamma=E_{\rm up}$,

$$E=\frac{\sqrt{1+4\alpha\gamma}-1}{2\alpha}=0.31\ \text{eV},$$

a reduction of about 0.05 eV. The size depends on how the band formula is applied: averaging the band energy over the wave vectors contained in the envelope, instead of inserting the mean $\gamma$, gives about 0.08 eV.

*Dielectric charging.* This shift is upward. For a charge at the centre, the field inside the sphere is the same whether oxide or silicon lies outside. The field energy outside, in a medium of relative permittivity $\varepsilon$, is

$$\int_R^\infty\frac{\varepsilon_0\varepsilon}{2}\left(\frac{e}{4\pi\varepsilon_0\varepsilon r^2}\right)^2 4\pi r^2dr=\frac{e^2}{8\pi\varepsilon_0\varepsilon R}.$$

Replacing silicon ($\varepsilon\approx12$) by oxide ($\varepsilon=3.9$) outside the sphere therefore adds 0.06 eV for a charge at the centre. An electron spread over the sphere is shifted somewhat more, about 0.07 eV for the best round envelope, because the repulsion from the surface polarization grows towards the wall. This matters when one electron is added to a neutral dot. It also means that 0.364 eV is not a guaranteed ceiling for a measured charging level.

*Temperature.* In the hard-wall model, the lowest axially symmetric level odd in $z$ lies 0.15 eV above the ground level. At 300 K, where $k_BT=0.026$ eV, its Boltzmann factor is about 0.003, so it is hardly occupied.

*Validity of the one-valley picture.* For the best round envelope, $\langle k_z^2\rangle=\int(\partial_z\psi)^2d^3r/\int\psi^2d^3r=\pi^2/(3R^2)$, so the rms $k_z$ is 0.91 nm$^{-1}$. With a lattice constant of about 0.54 nm and the valley minimum at 0.85 of the way to the zone boundary, the remaining distance to that boundary is about 1.7 nm$^{-1}$. The spread is about half of this, so the expansion about one minimum cannot be taken for granted at this size. The resulting shift, the coupling between valleys and the atomic structure of the interface are not calculated here.

These shifts are not independent, so I would not add them to obtain a prediction. The answer to your exercise is $E_0\le0.364$ eV, or about 0.36 eV, for the hard-wall, one-valley model. For an oxide-embedded dot of this size, the neglected effects estimated above are each several times larger than the 7 meV lost by choosing a round envelope in the hard-wall model, temperature aside. Starting from that model, adding a finite barrier therefore matters more than refining the trial function. The 7 meV should not be carried over to the finite-barrier model, where the change of mass at the wall also depends on direction. There the full anisotropic ground energy is about 0.25 eV, some 17 meV below the round-envelope bound of 0.27 eV. The numerical output below lists the values in more detail.

## Values computed for the example and the checks

```
longitudinal mass ml = 0.92 m0
transverse mass mt = 0.19 m0
sphere radius R = 2.0 nm
hbar^2/(2 m0) = 0.03810 eV nm^2
hbar^2/(2 m0 R^2) = 0.009525 eV
mean inverse mass 1/mc = 3.8711 1/m0
mass mc = 0.2583 m0
upper bound, best isotropic envelope = 0.3639 eV
same, direct 3D quadrature = 0.3639 eV
factor replacing pi^2 for R^2-r^2 trial = 10.5000
bound from R^2-r^2 trial = 0.3872 eV
first zero of J0, j = 2.40483
closed lower bound = 0.3447 eV
lower bound from numerical slice problem = 0.3538 eV
converged anisotropic Ritz energy E0 = 0.3566 eV
upper bound minus E0 = 7.34 meV
relative excess of upper bound = 2.06 %
arithmetic mean mass = 0.4333 m0
energy from arithmetic mean mass = 0.2169 eV
geometric mean mass = 0.3214 m0
energy from geometric mean mass = 0.2925 eV
oxide barrier = 3.1 eV
oxide mass = 0.50 m0
finite-barrier root x = kR = 2.7060
finite-barrier isotropic bound = 0.2700 eV
finite-barrier bound, finite elements = 0.2700 eV
shift from finite barrier = -0.0939 eV
nonparabolicity alpha = 0.50 1/eV
energy with nonparabolicity = 0.3145 eV
shift from nonparabolicity = -0.0494 eV
relative permittivity of silicon = 11.7
relative permittivity of oxide = 3.9
dielectric charging shift = 0.0615 eV
lowest level odd in z = 0.5090 eV
gap from E0 to odd level = 0.1524 eV
temperature = 300 K
thermal energy kT = 0.0259 eV
Boltzmann factor of odd level = 0.0027
lattice constant = 0.543 nm
valley position / zone-boundary distance = 0.85
rms kz of isotropic envelope = 0.907 1/nm
valley minimum to zone boundary = 1.736 1/nm
```
